Isotropic averaging of Raman scattering: activity and depolarization ratio, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the scattering amplitude to two orientation averages

A program that computes the polarizability of a molecule at geometries displaced along a normal coordinate must decide what to keep from each geometry: the full tensor, or only its mean value and its anisotropy. In general the full tensor has to be kept. Away from electronic resonance the Raman intensity of a gas or liquid depends on two scalars, but they are formed from the derivative of the tensor. One of them equals the derivative of a scalar only in special cases, identified in the second half. If only the scalar anisotropy is stored, a strong Raman band can come out with zero activity. The derivation below shows which two scalars are needed and with what weights.

Let α be the polarizability tensor and Q a mass-weighted normal coordinate. In a frame fixed to the molecule, with axes x, y, z, define

T_λμ = ∂α_λμ/∂Q at Q = 0.

Greek indices run over the molecular axes. Laboratory axes are written X, Y, Z, and Latin indices run over them. T is taken to be real and symmetric. For a static polarizability this holds because α_λμ = −∂²E/∂F_λ∂F_μ, where E is the energy of the molecule in a uniform field F, and the order of the two differentiations does not matter. It remains a good description when the light is far from any electronic resonance. The second half shows what changes when the symmetry is lost.

Incident light with polarization vector e_i induces a dipole proportional to α·e_i. The scattered field that passes an analyzer set along e_s is proportional to the component of this dipole along e_s, where e_s is perpendicular to the direction of observation. This is the electric-dipole approximation: the molecule is small compared with the wavelength. To first order in the displacement,

α(Q) = α(0) + T Q.

In a fundamental transition the vibrational state changes from v = 0 to v = 1. The constant term contributes nothing, because the two states are orthogonal. The linear term gives the amplitude

A = (e_s·T·e_i) ⟨1|Q|0⟩.

For a harmonic mode of angular frequency ω, ⟨1|Q|0⟩² = ħ/(2ω). This factor does not depend on orientation or polarization, and neither does the factor containing the frequency of the scattered light. Both are dropped here. They cancel in a ratio of two polarized intensities of the same band, but they must be restored when different bands are compared.

The contributions of different molecules add as intensities. If molecule n is excited by the scattering event, the final state of the sample is orthogonal to the one in which molecule m is excited, so the two amplitudes do not interfere. This requires molecules that vibrate independently. The quantity needed is therefore the average of the squared amplitude over orientations,

J(e_s, e_i) = ⟨(e_s·T·e_i)²⟩.

The square must be taken before the average. The average of the tensor itself is a multiple of the unit tensor: half-turns of the sample remove its off-diagonal elements, quarter-turns make its diagonal elements equal, and the trace is unchanged by rotation. Squaring that average would remove all scattering between perpendicular polarizations.

The average runs over a uniform distribution of orientations. This also covers a quantum rotor, provided that the whole rotational structure of the band is collected. Summing the squared matrix elements over all final rotational states gives, by completeness, the expectation value of (e_s·T·e_i)² in the initial rotational state. The thermal mixture of initial states has no preferred direction in space, so its probability density over orientations is unchanged by any rotation of the laboratory frame. Any orientation can be reached from any other by such a rotation, hence the density is uniform. The argument neglects the small variation of the frequency factor across the band and the dependence of T on the rotational state.

Let R_iλ be the cosine of the angle between laboratory axis i and molecular axis λ. The laboratory components of the tensor are

T_ij = Σ_λμ R_iλ R_jμ T_λμ.

The product of two such components contains four direction cosines:

⟨T_ij T_kl⟩ = Σ_λμνσ I(ijkl; λμνσ) T_λμ T_νσ,   (1)

I(ijkl; λμνσ) = ⟨R_iλ R_jμ R_kν R_lσ⟩.   (2)

This is the rank-four isotropic average. It has 3⁸ = 6561 components, but invariance under rotation fixes all of them.

Hold the four molecular indices fixed and regard I as a tensor W_ijkl in the laboratory indices. Let U be any fixed rotation. If R is uniformly distributed, so is UR. Replacing R by UR in (2) therefore leaves the average unchanged, and

W_ijkl = Σ_pqrs U_ip U_jq U_kr U_ls W_pqrs.   (3)

Three kinds of rotation suffice to find the form of W.

First take a half-turn about Z. It reverses X and Y and leaves Z alone. Let n_X, n_Y and n_Z be the numbers of times each axis occurs among the four indices. Equation (3) becomes

W_ijkl = (−1)^(n_X + n_Y) W_ijkl.

A component can differ from zero only if n_X + n_Y is even. A half-turn about X requires n_Y + n_Z to be even. The three numbers thus have the same parity. They cannot all be odd, because three odd numbers have an odd sum and here the sum is 4. Each axis therefore occurs an even number of times: either one axis occurs four times, or two axes occur twice each.

Next take quarter-turns. A quarter-turn about Z exchanges the labels X and Y, with a minus sign for each occurrence of one of them. The signs cancel in the surviving components, because every label occurs an even number of times. Quarter-turns about the other axes exchange the other pairs of labels, and these exchanges generate all permutations of the three labels. Only the pattern of equal indices matters, so for i ≠ j there are four numbers:

W_iiii = D,
W_iijj = A₁,
W_ijij = A₂,
W_ijji = A₃.

Finally take a rotation by 45° about Z whose first row is U_X = (1, 1, 0)/√2. In (3) for W_XXXX each of the four factors U is 1/√2, and the sum runs over all index sets made of X and Y. The surviving terms are two with four equal indices and two of each mixed pattern:

D = (1/4)(2D + 2A₁ + 2A₂ + 2A₃).

Multiplying by 2 and subtracting D gives

D = A₁ + A₂ + A₃.

This is the relation needed to write every component in one expression. Define

f₁ = δ_ij δ_kl,
f₂ = δ_ik δ_jl,
f₃ = δ_il δ_jk.

Then

W_ijkl = A₁ f₁ + A₂ f₂ + A₃ f₃.   (4)

For a mixed pattern one of the three terms is nonzero and gives the right coefficient. When all indices are equal the three terms add to D. For every other index set all three terms vanish.

The coefficients A₁, A₂ and A₃ still depend on the molecular indices. They follow from contracting (4) with each f in turn. On the left side the orthogonality of R, Σ_i R_iλ R_iμ = δ_λμ, removes the direction cosines without any averaging. With f₁, for example,

Σ_ijkl δ_ij δ_kl R_iλ R_jμ R_kν R_lσ = δ_λμ δ_νσ.

The results of the three contractions are

g₁ = δ_λμ δ_νσ,
g₂ = δ_λν δ_μσ,
g₃ = δ_λσ δ_μν.

On the right side the contractions of the f with each other are needed. The contraction of f₁ with itself is

Σ_ijkl δ_ij δ_kl δ_ij δ_kl = (Σ_ij δ_ij)(Σ_kl δ_kl) = 3 × 3 = 9,

and the same holds for f₂ and f₃. The contraction of two different f forces all four indices to be equal, which can happen in 3 ways. The equations for the coefficients are therefore

g₁ = 9A₁ + 3A₂ + 3A₃,
g₂ = 3A₁ + 9A₂ + 3A₃,
g₃ = 3A₁ + 3A₂ + 9A₃.

Adding them gives g₁ + g₂ + g₃ = 15(A₁ + A₂ + A₃). The first equation can be written as g₁ = 6A₁ + 3(A₁ + A₂ + A₃), so that

6A₁ = g₁ − (g₁ + g₂ + g₃)/5,

A₁ = (4g₁ − g₂ − g₃)/30.

The other two follow in the same way:

A₂ = (−g₁ + 4g₂ − g₃)/30,
A₃ = (−g₁ − g₂ + 4g₃)/30.

Inserted in (4), these give the complete average:

I = (1/30)[f₁(4g₁ − g₂ − g₃) + f₂(−g₁ + 4g₂ − g₃) + f₃(−g₁ − g₂ + 4g₃)].   (5)

The numerical check compares all components of (5) with a direct quadrature over rotations. The largest difference is 5.6 × 10⁻¹⁶, which is rounding error.

The molecular tensor now enters through three contractions:

P = Σ g₁ T_λμ T_νσ = (Σ_λ T_λλ)²,
N = Σ g₂ T_λμ T_νσ = Σ_λμ T_λμ²,
N′ = Σ g₃ T_λμ T_νσ = Σ_λμ T_λμ T_μλ.

From (1) and (5),

⟨T_ij T_kl⟩ = (1/30)[f₁(4P − N − N′) + f₂(−P + 4N − N′) + f₃(−P − N + 4N′)].   (6)

This form holds for any real tensor. For a symmetric one N′ = N, and

⟨T_ij T_kl⟩ = (1/30)[f₁(4P − 2N) + (f₂ + f₃)(3N − P)].   (7)

Two cases are needed. Let the incident light be polarized along Z. If the analyzer is also along Z, all four indices are Z and f₁ = f₂ = f₃ = 1:

⟨T_ZZ²⟩ = (4P − 2N + 6N − 2P)/30 = (P + 2N)/15.   (8)

If the analyzer is along X, the indices are X, Z, X, Z. Then f₂ = 1, while f₁ and f₃ vanish because they contain δ_XZ:

⟨T_XZ²⟩ = (3N − P)/30.   (9)

P and N can be replaced by quantities that separate the isotropic and anisotropic parts of the tensor:

a = (T_xx + T_yy + T_zz)/3,

γ² = (1/2)[(T_xx − T_yy)² + (T_yy − T_zz)² + (T_zz − T_xx)² + 6(T_xy² + T_yz² + T_zx²)].

The first definition gives P = 9a². For the second, let d be the sum of the squares of the three diagonal elements and o the sum of the squares of the three elements above the diagonal. Expanding the squared differences gives 2d minus twice the sum of the products of different diagonal elements. That doubled sum is P − d, so the squared differences add up to 3d − P. Hence

γ² = (3d − P + 6o)/2.

Each off-diagonal element occurs twice in N, so N = d + 2o and

γ² = (3N − P)/2,

N = (P + 2γ²)/3 = 3a² + (2/3)γ².   (10)

The meaning is clearest when T is split into a times the unit tensor and a traceless remainder B. The unit part contributes 3a² to N, the cross term vanishes because B has no trace, and B contributes Σ B_λμ² = (2/3)γ². Thus a describes the change of the polarizability that is the same in all directions, and γ measures the size of everything else. Both a² and γ² are independent of the choice of molecular axes.

Substituting P = 9a² and (10) in (8) and (9) gives the two averages:

⟨T_ZZ²⟩ = [9a² + 6a² + (4/3)γ²]/15 = a² + 4γ²/45,   (11)

⟨T_XZ²⟩ = 2γ²/30 = γ²/15.   (12)

A case that can be integrated by hand tests the factors. Let the only nonzero element be T_zz = t. Then a = t/3 and γ² = t². If θ is the angle between the molecular z axis and Z, the laboratory component is T_ZZ = t cos²θ. Since cos θ is uniformly distributed between −1 and 1, ⟨cos⁴θ⟩ = 1/5. Equation (11) gives t²(1/9 + 4/45) = t²/5, in agreement.

For the crossed component, T_XZ = t sin θ cos φ cos θ, where φ is the azimuth of the molecular axis. The average of cos²φ is 1/2, and

⟨T_XZ²⟩ = (t²/2)(⟨cos²θ⟩ − ⟨cos⁴θ⟩) = (t²/2)(1/3 − 1/5) = t²/15,

as (12) requires. The opposite case, T equal to a times the unit tensor, has γ = 0. Its parallel average is a² and its crossed average is zero, because such a molecule scatters like an isotropic sphere whatever its orientation.

For a real symmetric T, the parallel and crossed orientation averages are now expressed through the two invariants a² and γ². It remains to form the Raman activity and depolarization ratio from them, apply these to water, and show when the derivative of the scalar anisotropy fails to replace γ.
